# Scattering path operators from the irreducible wedge of the Brillouin zone

## What goes wrong without the rotations

A wedge sum with star weights is sufficient for a scalar such as a total density of states. It is not sufficient for the scattering path operator $\tau^{ij}$, a matrix in $L=(l,m)$ attached to two named sites. A symmetry operation that moves $\mathbf k$ also turns the orbitals and may carry one sublattice into another. In the four-atom crystal treated below, the bare weighted wedge sum for $\tau^{00}$, with the wedge points chosen there, is wrong by 2.2% of the largest element of $\tau^{00}$, and it breaks the equivalence of $p_x$, $p_y$ and $p_z$. Refining the mesh does not supply the missing operations.

The correct procedure inverts the multiple-scattering matrix at wedge points and restores the rest of the zone by rotation, permutation and transposition. On a symmetric mesh it reproduces the full-mesh sum apart from rounding, however coarse the mesh.

## Setting and conventions

Hartree atomic units are used, with $\kappa=\sqrt{2E}$ and $\mathrm{Im}\,\kappa>0$. The potential consists of non-overlapping spherical wells at sites $\mathbf x_i=\mathbf R_i+\mathbf r_\mu$, where $\mu$ labels the sublattice. It is real and scalar, without spin-orbit coupling. Harmonics $Y_L$ are real, and $J_L(\mathbf r)=j_l(\kappa r)Y_L(\hat{\mathbf r})$.

Outside a well the regular radial solution is $j_l(\kappa r)-2i\kappa t_l h_l(\kappa r)$, with $h_l$ the outgoing Hankel function. This fixes $t_l=-e^{i\delta_l}\sin\delta_l/(2\kappa)$. For a square well of depth $V_0$ and radius $s$, the inner solution is $j_l(qr)$ with $q=\sqrt{2(E+V_0)}$. Let $\lambda_l=q\,j_l'(qs)/j_l(qs)$. Continuity of the logarithmic derivative gives

$$\kappa\,(j_l'-2i\kappa t_l h_l')=\lambda_l\,(j_l-2i\kappa t_l h_l)
\;\Rightarrow\;
t_l=\frac{\kappa j_l'-\lambda_l j_l}{2i\kappa(\kappa h_l'-\lambda_l h_l)},$$

where $j_l,h_l$ and their derivatives are taken at $\kappa s$.

The structure constants $G_{LL'}$ are defined by expanding the free Green function about two centres. With $\mathbf x=\mathbf x_i-\mathbf x_j$,

$$-\frac{e^{i\kappa d}}{2\pi d}=\sum_{LL'}J_L(\mathbf r)\,G_{LL'}(\mathbf x)\,J_{L'}(\mathbf r'),\qquad d=|\mathbf x+\mathbf r-\mathbf r'|. \tag{1}$$

The left side is $-(i\kappa/2\pi)h_0(\kappa d)$. For $|\mathbf r'-\mathbf r|<|\mathbf x|$, the addition theorem for $h_0$ turns it into

$$-2i\kappa\sum_{L''}h_{l''}(\kappa x)Y_{L''}(\hat{\mathbf x})J_{L''}(\mathbf r'-\mathbf r).$$

To separate $\mathbf r$ from $\mathbf r'$, expand both sides of $e^{i\mathbf q\cdot(\mathbf r'-\mathbf r)}=e^{i\mathbf q\cdot\mathbf r'}e^{-i\mathbf q\cdot\mathbf r}$ in spherical waves with $|\mathbf q|=\kappa$. Multiplying by $Y_{L''}(\hat{\mathbf q})$ and integrating over $\hat{\mathbf q}$ gives

$$4\pi i^{l''}J_{L''}(\mathbf r'-\mathbf r)=(4\pi)^2\sum_{LL'}i^{l'-l}C_{LL'L''}J_L(\mathbf r)J_{L'}(\mathbf r'),$$

where $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega$. Both sides are analytic in $\kappa$, so the relation extends to complex $\kappa$. Therefore

$$G_{LL'}(\mathbf x)=-8\pi i\kappa\sum_{L''}i^{\,l'-l-l''}C_{LL'L''}h_{l''}(\kappa x)Y_{L''}(\hat{\mathbf x}). \tag{2}$$

A wave leaving site $j$ with amplitude $b^j$ arrives at site $i$ as $G^{ij}b^j$, where $G^{ij}=G(\mathbf x_{ij})$, $\mathbf x_{ij}=\mathbf x_i-\mathbf x_j$ and $G^{ii}=0$. The operator that turns external incident amplitudes into scattered ones obeys $\tau=t+tG\tau$. Multiplication by $t^{-1}$ gives $\tau=(t^{-1}-G)^{-1}$.

For Bloch sums, the phase contains the full site positions:

$$\tau_{\mu\nu}(\mathbf k)=\sum_{j\in\nu}e^{-i\mathbf k\cdot\mathbf x_{ij}}\tau^{ij},\qquad
\tau^{ij}=\frac1N\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf x_{ij}}\tau_{\mu\nu}(\mathbf k). \tag{3}$$

Because $\mathbf x_{ij}=\mathbf x_{im}+\mathbf x_{mj}$, products of site matrices become products of Bloch matrices. Hence $\tau(\mathbf k)=[t^{-1}-G(\mathbf k)]^{-1}$, of dimension $n_{\rm sub}(l_{\max}+1)^2$. At finite $N$, $\tau^{ij}$ below means the mesh sum in (3); it approaches the infinite-crystal value as the mesh is refined.

## Three transformation laws

**Rotation.** Let $S$ be the orthogonal part of a space-group operation. Define $D(S)$ by $Y_L(S\hat{\mathbf r})=\sum_{L'}D_{LL'}Y_{L'}(\hat{\mathbf r})$, so that

$$D_{LL'}(S)=\int Y_L(S\hat{\mathbf r})Y_{L'}(\hat{\mathbf r})\,d\Omega. \tag{4}$$

$D$ is real, block diagonal in $l$, and orthogonal because $S$ preserves the angular integral. An improper $S$ needs no special treatment: its parity factor is produced by (4).

The distance $d$ in (1) is unchanged when $\mathbf x,\mathbf r,\mathbf r'$ are all acted on by $S$. Since $J(S\mathbf r)=D\,J(\mathbf r)$ as a column vector, comparing coefficients gives $D^TG(S\mathbf x)D=G(\mathbf x)$, or

$$G(S\mathbf x)=D\,G(\mathbf x)\,D^T. \tag{5}$$

**Sublattice permutation.** The operation $g=\{S|\mathbf w\}$ sends a site on sublattice $\mu$ to one on $\sigma(\mu)$. The translation $\mathbf w$ cancels in differences, so $\mathbf x_{gi}-\mathbf x_{gj}=S\mathbf x_{ij}$. A spherical $t$ depends on $l$ alone and commutes with $D$; it is also equal on equivalent sites. With (5), the whole matrix $t^{-1}-G$ is covariant, and so is its inverse: $\tau^{gi,gj}=D\tau^{ij}D^T$. In the Bloch sum, $S\mathbf k\cdot S\mathbf x_{ij}=\mathbf k\cdot\mathbf x_{ij}$, hence

$$\tau_{\sigma(\mu)\sigma(\nu)}(S\mathbf k)=D\,\tau_{\mu\nu}(\mathbf k)\,D^T. \tag{6}$$

No phase from the fractional translation appears. This is a property of the convention in (3). Suppose a code uses lattice vectors alone in the phase, so that its matrix is $\tilde\tau_{\mu\nu}(\mathbf k)=e^{i\mathbf k\cdot(\mathbf r_\mu-\mathbf r_\nu)}\tau_{\mu\nu}(\mathbf k)$. Writing $S\mathbf r_\mu+\mathbf w=\mathbf r_{\sigma(\mu)}+\mathbf T_\mu$, the right side of (6) then acquires the factor $e^{-iS\mathbf k\cdot(\mathbf T_\mu-\mathbf T_\nu)}$.

**Time reversal.** Exchange $L$ and $L'$ in (2) and reverse $\mathbf x$. The power of $i$ changes by $i^{2(l-l')}=(-1)^{l-l'}$, and $Y_{L''}(-\hat{\mathbf x})$ supplies $(-1)^{l''}$. The Gaunt integral vanishes unless $l+l'+l''$ is even, so the two signs cancel and $G(-\mathbf x)^T=G(\mathbf x)$. As $t$ is diagonal, $\tau^{ji}=(\tau^{ij})^T$. Inserting this into (3) gives

$$\tau_{\mu\nu}(-\mathbf k)=[\tau_{\nu\mu}(\mathbf k)]^T. \tag{7}$$

The transpose acts on the sublattice and orbital indices together. It must not be replaced by complex conjugation at fixed complex $E$: time reversal is antiunitary, so conjugation also sends $E$ to $E^*$ and exchanges outgoing with incoming waves. Equation (7) keeps the energy and the outgoing boundary condition.

Collinear magnetism without spin-orbit coupling preserves (7) separately for each spin, because each spin sees a real scalar potential. The derivation does not cover an orbital magnetic field or spin-orbit coupling, for which the free propagator (2) or the diagonal, spin-independent form of $t$ no longer applies.

## From the wedge to a pair of sites

Let there be $n_S$ operations $S$, and let the mesh be invariant under every $S$ and $-S$. The quantity to be summed is

$$f(\mathbf k)=e^{i\mathbf k\cdot\mathbf x_{ij}}\tau_{\mu\nu}(\mathbf k).$$

Under $\mathbf k\to\mathbf k+\mathbf K$, with $\mathbf K$ a reciprocal lattice vector, $\tau_{\mu\nu}$ acquires $e^{-i\mathbf K\cdot(\mathbf r_\mu-\mathbf r_\nu)}$ and the prefactor acquires the inverse. Thus $f$ is periodic although $\tau_{\mu\nu}(\mathbf k)$ need not be, and a rotated point outside the chosen cell need not be folded back.

Choose one point from each star, and let $w_{\mathbf k}$ be the number of distinct mesh points in that star modulo $\mathbf K$. The $2n_S$ labelled operations reach each member of the star $2n_S/w_{\mathbf k}$ times. Consequently

$$\sum_{\rm mesh}f(\mathbf k)=\sum_{\mathbf k\in\rm wedge}\frac{w_{\mathbf k}}{2n_S}\sum_S\left[f(S\mathbf k)+f(-S\mathbf k)\right]. \tag{8}$$

This also covers points on symmetry axes and zone faces.

For the first term, (6) and $S\mathbf k\cdot\mathbf x_{ij}=\mathbf k\cdot S^{-1}\mathbf x_{ij}$ give

$$f(S\mathbf k)=D\left[e^{i\mathbf k\cdot S^{-1}\mathbf x_{ij}}\tau_{\sigma^{-1}(\mu)\,\sigma^{-1}(\nu)}(\mathbf k)\right]D^T.$$

The matrix $D$ does not depend on $\mathbf k$, so the wedge sum can be done first:

$$W_{\mu\nu}(\mathbf y)=\frac1N\sum_{\mathbf k\in\rm wedge}w_{\mathbf k}e^{i\mathbf k\cdot\mathbf y}\tau_{\mu\nu}(\mathbf k), \tag{9}$$

$$A^{ij}=\frac1{n_S}\sum_S D(S)\,W_{\sigma^{-1}(\mu)\,\sigma^{-1}(\nu)}(S^{-1}\mathbf x_{ij})\,D(S)^T. \tag{10}$$

For the second term, (7) and $-\mathbf x_{ij}=\mathbf x_{ji}$ give

$$f(-S\mathbf k)=\left[e^{iS\mathbf k\cdot\mathbf x_{ji}}\tau_{\nu\mu}(S\mathbf k)\right]^T.$$

Its sum is the transpose of $A^{ji}$. The result is

$$\boxed{\;\tau^{ij}=\tfrac12\left[A^{ij}+(A^{ji})^T\right]\;} \tag{11}$$

For $i=j$, every displacement vanishes and (11) symmetrizes $A^{00}$. If inversion is already among the $S$, the stars are complete without time reversal and $A^{ij}$ itself equals $\tau^{ij}$. Formula (11) remains valid, but time reversal no longer shrinks the wedge.

## Pseudocode

```
find operations:
  for each lattice point operation S, each sublattice a:
    w = r[a] - S r[0]
    if S r[m] + w matches the basis modulo lattice vectors:
      store S, sigma, D(S)

build wedge:
  for each unvisited mesh point k:
    star = distinct points {S k, -S k} modulo K
    store k and weight |star|; mark star as visited

invert:
  for each wedge k: tau(k) = inverse(1/t - G(k))

function A(mu, nu, x):
  sum = 0
  for each (S, sigma, D):
    m = inverse_sigma(mu); n = inverse_sigma(nu)
    sum += D * W(m, n, inverse(S) x) * transpose(D)
  return sum / n_S

tau_ij = (A(mu, nu, x_ij) + transpose(A(nu, mu, -x_ij))) / 2
```

The search uses a primitive cell and compares atomic species as well as positions. The integral (4) can be done with Gauss–Legendre nodes in $\cos\theta$ and uniform nodes in $\phi$. Its integrand has degree at most $2l_{\max}$, so $l_{\max}+1$ polar and $2l_{\max}+1$ azimuthal nodes suffice.

## A crystal that needs all three laws

Take a model cubic crystal with $a=8$ bohr and four equal wells at

$$(u,u,u),\quad(\tfrac12+u,\tfrac12-u,-u),\quad(-u,\tfrac12+u,\tfrac12-u),\quad(\tfrac12-u,-u,\tfrac12+u)$$

in units of $a$, with $u=0.06$. The wells have radius 2.4 bohr and depth 0.6 hartree. The energy is $E=0.2+0.3i$ hartree and $l_{\max}=2$, so each matrix has dimension $4\times9=36$. The neglect of $l>2$ is part of the model.

Here $\kappa=0.749+0.401i$ bohr$^{-1}$, and the lattice sum for $G(\mathbf k)$ converges directly in real space. It is cut off at $|\mathbf x|=60$ bohr. A spherical cutoff in $|\mathbf x|$ respects (5) and (7), so truncation does not spoil the wedge identity. At $\mathbf k=(0.11,0.23,0.31)$ bohr$^{-1}$, reducing the cutoff to 48 bohr changes $\tau(\mathbf k)$ by $5\times10^{-9}$ of its largest element.

Searching the 48 cubic operations leaves twelve, all proper rotations. Eleven permute the sublattices. Inversion is absent, so time reversal enlarges the stars.

The mesh is $\mathbf k=(2\pi/a)\mathbf q/12$ with odd integer components of $\mathbf q$, six values per direction and $N=216$. The rotations and their negatives generate all sign changes and the cyclic permutations of $\mathbf q$. Each component can therefore be brought to 1, 3 or 5. Of the 27 resulting triples, three have equal components and the other 24 form cyclic groups of three:

$$3+24/3=11\ \text{wedge points},\qquad 3\times8+8\times24=216.$$

Without time reversal there would be 22. The number of inversions falls by $216/11=19.6$, less than 24 because the three diagonal points have smaller stars.

The representatives used are $\mathbf q=(1,1,1)$, $(1,1,3)$, $(1,1,5)$, $(1,3,3)$, $(1,3,5)$, $(1,5,3)$, $(1,5,5)$, $(3,3,3)$, $(3,3,5)$, $(3,5,5)$, $(5,5,5)$. The intermediate quantities $W_{00}(0)$ and the antisymmetric part of $A^{00}$ depend on this choice; $\tau^{00}$ does not. The on-site elements develop as follows, in hartree bohr$^3$:

| Stage | $ss$ | $xx$ |
|---|---|---|
| $W_{00}(0)$ | $-1.19181-0.67581i$ | $-0.34074-0.78221i$ |
| $A^{00}$ | $-1.19102-0.67478i$ | $-0.36251-0.78229i$ |
| $\tau^{00}$ | $-1.19102-0.67478i$ | $-0.36251-0.78229i$ |

The $ss$ element is unaffected by rotation, so its change between the first two rows comes from averaging over sublattices. In $W_{00}(0)$ the real parts of $xx,yy,zz$ are $-0.34074$, $-0.36818$ and $-0.37937$. Their mean is $-0.36276$, still not the final $-0.36251$; the rest of the correction comes from the other three sublattices.

Transposition acts on the off-diagonal elements. After rotation and permutation, $A^{00}_{xy}=0.001699-0.001752i$ and $A^{00}_{yx}=0.003016-0.002913i$. The threefold site axis permits such an antisymmetric part, whereas (7) forbids it in $\tau^{00}$. Averaging gives

$$\tau^{00}_{xy}=\tfrac12\left[(0.001699+0.003016)-(0.001752+0.002913)i\right]=0.00236-0.00233i.$$

For comparison, the isolated well has $t_0=-1.155-0.631i$ and $t_1=-0.329-0.795i$ hartree bohr$^3$. The differences from the diagonal elements of $\tau^{00}$ are due to paths that leave the site and return.

For a nearest neighbour with $\mathbf x_{ij}=(-4,-3.04,0.96)$ bohr, (11) gives

$$\tau^{ij}_{ss}=-0.0030+0.0838i,\quad
\tau^{ij}_{sx}=-0.0496-0.0640i,\quad
\tau^{ij}_{xs}=0.0487+0.0661i$$

in hartree bohr$^3$. The direct path $tG^{ij}t$ makes the last two exactly opposite, since (2) gives $G_{sx}=-G_{xs}$. Their nonzero sum, $-0.0009+0.0021i$, therefore comes entirely from longer paths. It shows only the part of their contribution that is symmetric in $s$ and $x$, not its full size.

The full-zone comparison inverts at all 216 points and uses (3) directly. For the 432 pairs joining the four home-cell sites to all sites in the $3\times3\times3$ block of cells around them, the largest difference from (11) is $7\times10^{-16}$ hartree bohr$^3$, at the level of double-precision rounding. This agreement says nothing about mesh convergence. That is a separate matter: moving the mesh by half a step, so that it contains $\mathbf k=0$, changes $\tau^{00}$ by $9\times10^{-9}$ of its largest element.

## Cost and stability

The saving lies in constructing $G(\mathbf k)$ and inverting matrices. With standard dense inversion, the latter cost falls from $N(n_{\rm sub}n_L)^3$ to $N_{\rm wedge}(n_{\rm sub}n_L)^3$, up to a common factor, with $n_L=(l_{\max}+1)^2$. Accumulating one off-site pair is not cheaper if done naively: (11) uses up to $2n_SN_{\rm wedge}=24\times11=264$ phase-weighted blocks here, against 216 in the full sum. The same stored $W_{\mu\nu}(\mathbf y)$ serve all symmetry-related pairs, but those pairs also follow from one computed pair through $\tau^{gi,gj}=D\tau^{ij}D^T$ and $\tau^{ji}=(\tau^{ij})^T$, so for most off-site pairs the accumulation itself brings no gain. An exception here is a pair joined by a vector along the threefold axis of its sites: only $8\times11=88$ of the 264 blocks are then distinct. For on-site blocks, one accumulation per sublattice is enough.

The reconstruction does not amplify absolute errors in $\tau(\mathbf k)$. Orthogonal $D$ preserves the Frobenius norm, and (9), (10) and (11) are weighted averages with factors of unit modulus. For a distant pair, where $\tau^{ij}$ is small through cancellation of phases, the error relative to $\tau^{ij}$ can still be much larger, as it can in the full sum. The sensitive operation is the inversion. It becomes ill-conditioned when $E$ approaches a band energy at some $\mathbf k$, where $\tau(\mathbf k)$ itself has a pole and the mesh must also resolve sharp peaks. It also becomes ill-conditioned near a free-electron energy $|\mathbf k+\mathbf K|^2/2$, where $G(\mathbf k)$ has a pole even if $\tau(\mathbf k)$ stays finite. If $t_l$ is very small, $(1-tG)^{-1}t$ avoids forming $1/t_l$.

At large $|\mathbf x|$, $h_l$ should not be computed as $j_l+in_l$, with $n_l$ the spherical Neumann function. Here $60\,\mathrm{Im}\,\kappa\approx24$, so terms of order $e^{24}$ would have to cancel to leave one of order $e^{-24}$, beyond double precision. Starting from the closed forms of $h_0$ and $h_1$ and recurring upward in $l$ avoids this cancellation.

## Failure modes

These are the largest element errors in the example, relative to the largest element of $\tau^{00}$. Their sizes are specific to this crystal and energy, and the first and third also depend on the wedge points chosen:

- Using $W_{00}(0)$ as it stands: $2.2\times10^{-2}$.
- Rotating and transposing, but leaving the sublattices unpermuted: $8.9\times10^{-3}$.
- Stopping at $A^{00}$, without the transpose: $6.5\times10^{-4}$.
- Averaging $A^{00}$ with its complex conjugate instead of its transpose: $0.57$.

The third error is far above the mesh effect of $9\times10^{-9}$ found here, but on a much coarser mesh it could be mistaken for poor convergence. The antisymmetric part of $A^{00}$ distinguishes the two, because the full sum on any mesh invariant under $\mathbf k\to-\mathbf k$ has none.

Two further faults lie in the input. A wedge built from the symmetry of the empty lattice is too small if the basis has lower symmetry: here the lattice has 48 operations and the crystal twelve. A mesh that some $S$ does not map onto itself invalidates (8), even if the weights add up to $N$.

To localize a fault, compare both sides of (6) and (7) at one general $\mathbf k$, using direct inversions at $\mathbf k$, $S\mathbf k$ and $-\mathbf k$. A failure there points to $D$, $\sigma$, the phase convention, the structure constants or, for (6), $t$ matrices that differ between sites treated as equivalent. If both laws hold but (11) disagrees with the full sum, check the symmetry of the mesh, the stars, the weights, the phase in (9), the use of $\sigma^{-1}$ and $S^{-1}$ in (10), and the transpose in (11).
